# Spin-orbit parameters from one-electron and one-hole doublets

## Problem

The lowest configurations of four free atoms and ions each give a fine-structure doublet. Take the magnitudes of the splittings to be as follows. They are inputs assumed for this exercise, not quoted measurements, and no more than their first two figures should be read as describing the real species.

| System | Open shell | Splitting (cm$^{-1}$) |
|---|---|---|
| B | $2p^1$ | 15.3 |
| F | $2p^5$ | 404 |
| Ce$^{3+}$ | $4f^1$ | 2253 |
| Yb$^{3+}$ | $4f^{13}$ | 10214 |

The order of the two levels is not given. Describe each open shell by the spin-orbit operator

$$H=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,$$

where the sum runs over the electrons of the shell, angular momenta are in units of $\hbar$, and $\zeta$ is an energy.

(a) Show that $\zeta$ has a definite sign in a central field, and find it.

(b) Find the levels of a shell that holds one electron.

(c) Find the levels of a shell that lacks one electron.

(d) Within one term the operator is often written $H=\lambda\,\mathbf L\cdot\mathbf S$. Relate $\lambda$ to $\zeta$ in both cases.

(e) Find $\zeta$, $\lambda$, the ground-level $J$ and the level positions for the four systems.

(f) Decide whether one doublet can test the model, and state when the extraction fails.

## Solution

### (a) The sign of $\zeta$

Let $V(r)$ be the potential energy of an electron in the mean field of the nucleus and the other electrons, whose charge is averaged over angles. In atomic units the spin-orbit energy of this electron is $\xi(r)\,\mathbf l\cdot\mathbf s$, with

$$\xi(r)=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr},$$

where $\alpha$ is the fine-structure constant. All electrons of the shell are given the same radial function $R(r)$, normalized by $\int_0^\infty R^2r^2dr=1$. Averaging over it leaves an operator on angles and spin alone, with the coefficient

$$\zeta=\int_0^\infty R^2(r)\,\xi(r)\,r^2\,dr .$$

The slope of $V$ follows from Gauss's law. Let $Q(r)=Z-N(r)$ be the net charge inside radius $r$: the nuclear charge $Z$ less the number $N(r)$ of other electrons inside. The electron, of charge $-1$, is pulled inward with force $Q/r^2$. The radial force is $-dV/dr=-Q/r^2$, so

$$\frac{dV}{dr}=\frac{Q(r)}{r^2},\qquad
\zeta=\frac{\alpha^2}{2}\int_0^\infty R^2(r)\,\frac{Q(r)}{r^3}\,r^2\,dr .$$

A neutral atom has $Z-1$ other electrons, and a positive ion has fewer. Hence $Q(r)\ge 1$ at every radius, the integrand is nowhere negative, and $\zeta>0$. The integral converges at the nucleus for $l\ge1$: there $R\propto r^l$, and the integrand behaves as $r^{2l-1}$.

This argument does not ask how full the shell is. In this model $\zeta$ is positive for fluorine and Yb$^{3+}$ just as it is for boron and Ce$^{3+}$. If the levels of a nearly full shell are inverted, the cause must lie in the sum over electrons, not in the sign of $\zeta$.

### (b) One electron in the shell

With $\mathbf j=\mathbf l+\mathbf s$, and because $\mathbf l$ and $\mathbf s$ commute,

$$\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s .$$

In a state of definite $j$ the spin-orbit energy is therefore

$$\varepsilon_j=\frac{\zeta}{2}\left[j(j+1)-l(l+1)-\frac34\right].$$

For $l\ge1$ there are two values of $j$. For $j=l+\tfrac12$,

$$j(j+1)=\left(l+\tfrac12\right)\left(l+\tfrac32\right)=l^2+2l+\tfrac34 ,$$

and the bracket equals $l$. For $j=l-\tfrac12$,

$$j(j+1)=\left(l-\tfrac12\right)\left(l+\tfrac12\right)=l^2-\tfrac14 ,$$

and the bracket equals $-l-1$. The energies are

$$\varepsilon_{l+1/2}=+\frac{l}{2}\,\zeta,\qquad
\varepsilon_{l-1/2}=-\frac{l+1}{2}\,\zeta .$$

Define the signed interval as the energy of the higher $J$ less that of the lower $J$:

$$\Delta=E\left(J=l+\tfrac12\right)-E\left(J=l-\tfrac12\right).$$

For one electron $J=j$, so

$$\Delta=\frac{l}{2}\zeta+\frac{l+1}{2}\zeta=+\frac{2l+1}{2}\,\zeta .$$

Since $\zeta>0$, the level with the lower $J$ lies lowest. This order is called regular.

The two levels contain $2l+2$ and $2l$ states. Together these are the $4l+2$ states of the shell, so no state has been left out. For $l=0$ there is one value, $j=\tfrac12$, and $\mathbf l\cdot\mathbf s=0$. An $s$ electron has no doublet, and the interval formula must not be applied to it.

### (c) One electron missing

A shell with $4l+1$ electrons looks like a many-electron problem, but it can be solved by removing one electron from a full shell. Use the one-electron states $|j,m\rangle$ as spin-orbitals. The operator $H$ is a sum of one-electron operators, each diagonal in these states. A Slater determinant built from them is then an eigenstate of $H$, and its energy is the sum of the occupied $\varepsilon_j$.

For the full shell the sum is

$$(2l+2)\,\frac{l}{2}\,\zeta+2l\left(-\frac{l+1}{2}\right)\zeta
=l(l+1)\zeta-l(l+1)\zeta=0 .$$

If the electron in $|j,m\rangle$ is removed, the remaining energy is

$$E=0-\varepsilon_j=-\varepsilon_j .$$

It remains to find the total $J$ of this state. The full shell has total projection zero, so after the removal $M=-m$. Keep $j$ fixed and let $m$ run over its $2j+1$ values. The resulting determinants have $M=j,\,j-1,\dots,-j$, each once. Rotations mix states of different $m$ but not of different $j$, so this set transforms into itself. A rotationally closed set with these projections is one multiplet with $J=j$.

The hole thus has the same two values of $J$ as the electron, with both energies reversed:

$$E\left(l+\tfrac12\right)=-\frac{l}{2}\,\zeta,\qquad
E\left(l-\tfrac12\right)=+\frac{l+1}{2}\,\zeta,\qquad
\Delta=-\frac{2l+1}{2}\,\zeta .$$

Now the level with the higher $J$ lies lowest, and the order is inverted. The size of the interval is not multiplied by the number of electrons, because the full shell sums to zero and only the energy of the missing electron, with its sign reversed, is left.

The sign can also be found without the $|j,m\rangle$ states. Label the spin-orbitals by $m_l$ and $m_s$, and remove the electron with $m_l=-l$, $m_s=-\tfrac12$. The remaining state has $M=l+\tfrac12$. This is the largest possible $M$ and is reached by no other determinant of the configuration, so the state belongs to $J=l+\tfrac12$ and is an eigenstate of $H$. Its energy is its expectation value. The parts of $\mathbf l\cdot\mathbf s$ that raise one projection and lower the other have no diagonal elements, which leaves $\zeta\sum m_lm_s$ over the occupied orbitals. Over the full shell this sum is zero, since each $m_l$ occurs with both spins. Hence

$$E\left(l+\tfrac12\right)=-\zeta\,(-l)\left(-\tfrac12\right)=-\frac{l}{2}\,\zeta ,$$

in agreement with the result above.

### (d) The term constant $\lambda$

For one electron $\mathbf L=\mathbf l$ and $\mathbf S=\mathbf s$, so $\lambda=+\zeta$.

For one hole, first find $L$ and $S$. Removing the orbital $(m_l,m_s)$ from the full shell leaves $M_L=-m_l$ and $M_S=-m_s$. As the orbital varies, every pair with $|M_L|\le l$ and $M_S=\pm\tfrac12$ occurs once. This is the pattern of a single term with $L=l$ and $S=\tfrac12$: $^2P$ for $p^5$ and $^2F$ for $f^{13}$. The Coulomb repulsion within the shell has one value for the whole term. It moves both levels equally and drops out of the splitting.

Within this term

$$\mathbf L\cdot\mathbf S=\frac12\left[J(J+1)-l(l+1)-\frac34\right],$$

which is $l/2$ for $J=l+\tfrac12$ and $-(l+1)/2$ for $J=l-\tfrac12$, by the algebra of part (b). The hole energies of part (c) are $-\zeta$ times these values. Each $J$ occurs once in the term, so the two operators agree on all its states:

$$H=-\zeta\,\mathbf L\cdot\mathbf S,\qquad \lambda=-\zeta .$$

Two parameters with different meanings are in play. The parameter $\zeta$ describes one electron in its central field and is positive. The constant $\lambda$ describes the term as a whole, and its sign records the order of the levels. In both cases $\Delta=\lambda\left(l+\tfrac12\right)$, so the numerical factor is the larger of the two $J$ values: $\tfrac32$ for a $p$ shell and $\tfrac72$ for an $f$ shell.

### (e) The four systems

The given splitting is $|\Delta|$. For an electron and for a hole alike,

$$\zeta=\frac{2|\Delta|}{2l+1}=
\begin{cases}|\Delta|/1.5 & (p)\\ |\Delta|/3.5 & (f).\end{cases}$$

**Boron, $2p^1$.**

$$\zeta=\frac{15.3}{1.5}=10.2\ \text{cm}^{-1},\qquad \lambda=+10.2\ \text{cm}^{-1}.$$

The ground level is $J=\tfrac12$. Measured from the energy without spin-orbit coupling, it lies at $-\zeta=-10.2$ cm$^{-1}$, and $J=\tfrac32$ lies at $+\zeta/2=+5.1$ cm$^{-1}$.

**Fluorine, $2p^5$.**

$$\zeta=\frac{404}{1.5}=269.3\ \text{cm}^{-1},\qquad \lambda=-269.3\ \text{cm}^{-1}.$$

The ground level is $J=\tfrac32$, at $-\zeta/2=-134.7$ cm$^{-1}$, and $J=\tfrac12$ lies at $+\zeta=+269.3$ cm$^{-1}$.

**Ce$^{3+}$, $4f^1$.**

$$\zeta=\frac{2253}{3.5}=643.7\ \text{cm}^{-1},\qquad \lambda=+643.7\ \text{cm}^{-1}.$$

The ground level is $J=\tfrac52$, at $-2\zeta=-1287.4$ cm$^{-1}$, and $J=\tfrac72$ lies at $+\tfrac32\zeta=+965.6$ cm$^{-1}$.

**Yb$^{3+}$, $4f^{13}$.**

$$\zeta=\frac{10214}{3.5}=2918.3\ \text{cm}^{-1},\qquad \lambda=-2918.3\ \text{cm}^{-1}.$$

The ground level is $J=\tfrac72$, at $-\tfrac32\zeta=-4377.4$ cm$^{-1}$, and $J=\tfrac52$ lies at $+2\zeta=+5836.6$ cm$^{-1}$.

The main results, with $1\ \text{cm}^{-1}=0.123984$ meV, are:

| System | $\zeta$ (cm$^{-1}$) | $\zeta$ (meV) | Sign of $\lambda$ | Ground $J$ |
|---|---|---|---|---|
| B | 10.2 | 1.26 | $+$ | 1/2 |
| F | 269.3 | 33.4 | $-$ | 3/2 |
| Ce$^{3+}$ | 643.7 | 79.8 | $+$ | 5/2 |
| Yb$^{3+}$ | 2918.3 | 361.8 | $-$ | 7/2 |

If each splitting is rounded to its last written digit, half a unit of that digit divided by the factor bounds the rounding error of $\zeta$. This gives 0.03 cm$^{-1}$ for boron, 0.33 cm$^{-1}$ for fluorine, and 0.14 cm$^{-1}$ for each of the two ions. These figures describe the arithmetic of the extraction, not the accuracy of the central-field model.

The level positions can be tested by their weighted mean. A level $J$ has $2J+1$ states, and the sum of all the energies must vanish because $\mathbf l\cdot\mathbf s$ has zero trace over the shell. For boron,

$$4(5.1)+2(-10.2)=0 .$$

For Yb$^{3+}$ the two contributions are $8(-4377.4)=-35019$ and $6(5836.6)=+35020$ cm$^{-1}$, which cancel within the rounding. The level with fewer states is displaced further, in regular and inverted doublets alike.

Three wrong procedures can be recognized from these numbers:

- Taking the splitting itself as $\zeta$ gives a value too large by a factor 1.5 in a $p$ shell and 3.5 in an $f$ shell.
- Dividing an $f$ splitting by the $p$ factor gives a value too large by $3.5/1.5=7/3$.
- Putting the signed interval of fluorine, $-404$ cm$^{-1}$, into the one-electron formula gives $-269.3$ cm$^{-1}$. This is the correct $\lambda$, but it is not $\zeta$.

The factor also matters when different shells are compared. The splitting of Ce$^{3+}$ is $2253/404=5.58$ times that of fluorine, but its $\zeta$ is larger by $643.7/269.3=2.39$. The rest of the ratio is the angular factor $7/3$. Between systems with the same $l$ this factor cancels: $\zeta$ grows by $269.3/10.2=26.4$ from boron to fluorine, and by $2918.3/643.7=4.53$ from Ce$^{3+}$ to Yb$^{3+}$. If the central-field operator of part (a) is the only source of the splitting, these are the ratios of the mean value of $Q(r)/r^3$ in the open shell. For the real species this condition holds only roughly: the calculated integrals given in part (f) have ratios of about 21 and 4.0, and part (f) states what else the extracted numbers may contain. The doublets alone do not say how much of the growth comes from a larger enclosed charge and how much from a more compact orbital.

### (f) What the doublet can and cannot show

Suppose that the true effective Hamiltonian of the configuration contains further interactions, but no external field and no coupling to a nuclear spin. It is then invariant under rotations. Such an operator cannot connect different $J$, and it has the same value for all $M$ of one $J$. Since each $J$ occurs once, the operator is fixed by two energies, $E_+$ for $J=l+\tfrac12$ and $E_-$ for $J=l-\tfrac12$. Two constants reproduce them:

$$H_{\text{eff}}=a+b\,\mathbf L\cdot\mathbf S,\qquad
E_+=a+\frac{l}{2}b,\qquad E_-=a-\frac{l+1}{2}b .$$

Subtracting the energies gives $b$. Weighting them by their numbers of states, $2l+2$ and $2l$, removes $b$ and gives $a$:

$$b=\frac{2(E_+-E_-)}{2l+1},\qquad
a=\frac{(l+1)E_++lE_-}{2l+1}.$$

A solution exists for any pair of energies, so as long as $\zeta$ is a free parameter fitted to the doublet, the size of the splitting cannot test the form of the operator. The order of the levels can: the model with $\zeta>0$ would be contradicted by an inverted one-electron doublet or a regular one-hole doublet. Such contradictions occur. For the diffuse $3d$ electron outside the closed core of Na or K, a frozen-core Dirac–Fock calculation, which includes exchange with the core, gives inverted doublets with $\Delta\approx-0.045$ and $-2.7$ cm$^{-1}$, while the operator of part (a) on the same orbitals gives $+0.04$ and $+1.0$ cm$^{-1}$. The rule that one electron means regular order is a property of the local central-field model. It can fail when $\zeta$ is very small.

The extracted number is therefore an effective parameter, $|b|$. It contains whatever other magnetic interactions between electrons and mixing with other configurations add to the coefficient of $\mathbf L\cdot\mathbf S$. It equals the integral of part (a) when those contributions, and relativistic corrections beyond the operator of part (a), are neglected. These contributions are not small here. With non-relativistic, exchange-only local-density orbitals the integral of part (a) is about 15.5, 327, 860 and 3420 cm$^{-1}$ for B, F, Ce$^{3+}$ and Yb$^{3+}$, which is 17 to 52 per cent above the extracted values; the figures depend on the choice of orbitals. A calculated integral that differs from the extracted $\zeta$ does not by itself reveal a mistake in the extraction.

The extraction needs more care when rotational invariance is lost, as for an ion in a crystal. Each level may then split into several. Let $U$ be the crystal-field operator, with its isotropic part removed, since that part shifts all states equally. Here $U$ is taken to be independent of spin, and its isotropic part is its average over all orientations. That average commutes with $\mathbf L$ and does not act on spin, so within the single term of the configuration it is a constant. The trace of $U$ over the states of one $J$ does not change when $U$ is rotated, because these states transform among themselves; it therefore equals the trace of the average, which has been removed. What remains thus has zero trace within each $J$, so to first order the mean energy of each level is unchanged. To second order, $U$ also couples the two levels; its coupling to other configurations is neglected here. With

$$W=\sum_{a,b}|\langle a|U|b\rangle|^2,$$

where $a$ runs over the states of the lower level and $b$ over those of the upper, the energies of the lower level change by $-W/|\Delta|$ in total and those of the upper by $+W/|\Delta|$. For Ce$^{3+}$ the levels have 6 and 8 states, so the distance between their means becomes

$$|\Delta|+\frac{W}{|\Delta|}\left(\frac16+\frac18\right)
=|\Delta|+\frac{7W}{24|\Delta|} .$$

The same expression holds for Yb$^{3+}$, where the numbers 6 and 8 change places. At this order, dividing the distance between the means by 3.5 overestimates the $\zeta$ of the ion in the crystal. The correction is small when the coupling is weak compared with the splitting: for a cubic field with $B^4_0=2100$ and $B^6_0=260$ cm$^{-1}$ (coefficients of $C^{(4)}_0$ and $C^{(6)}_0$), exact diagonalization gives an overestimate of 3 per cent for Ce$^{3+}$ and 0.14 per cent for Yb$^{3+}$. When it is not, states of different $J$ can mix strongly, and $\zeta$ must be fitted together with the crystal field.

Finally, the division by $l+\tfrac12$ belongs to shells with one electron or one hole. With two or more of either, the shell has several terms, and the spin-orbit operator can couple them. The factor that relates an interval to $\zeta$ then depends on the term and on the strength of the Coulomb repulsion relative to $\zeta$. For $p^2$ the lowest interval is $\zeta/2$ when the repulsion dominates, and it approaches $\tfrac32\zeta$, the factor derived here, only in the opposite limit of $jj$ coupling.
